# Maximum detuning of a cavity soliton from its energy balance: test program

```python
"""Existence limit of a bright cavity soliton at large detuning.
Result under test: zeta_max = (pi^2/8) * P/P_th, for the steady states of
 psi_t = -(1+i zeta) psi + i|psi|^2 psi + (i/2) psi_xx + f,  f^2 = P/P_th.
zeta: (resonance - pump frequency)/(half linewidth); x: scaled ring angle.
P: pump power; P_th: parametric threshold minimised over detuning.
The limit is found as a fold of the full equation, without a sech ansatz.
Optional terms: raman = scaled delay of the Kerr response,
tod = scaled third-order dispersion, drift = speed of the moving pulse.
Device algebra is in atomic units (hbar = 1); printed values carry units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar


def make_grid(length, n):
    x = (np.arange(n) - n // 2) * length / n
    k = 2 * np.pi * np.fft.fftfreq(n, length / n)
    k_odd = k.copy()
    k_odd[n // 2] = 0.0
    modes = np.fft.fft(np.eye(n), axis=0)

    def matrix(symbol):
        return np.fft.ifft(symbol[:, None] * modes, axis=0).real

    return dict(x=x, k=k, length=length, n=n, d1=matrix(1j * k_odd),
                d2=matrix(-k**2 + 0j), d3=matrix(-1j * k_odd**3))


def rate(psi, zeta, f, g, drift=0.0, raman=0.0, tod=0.0):
    power = abs(psi)**2
    return (-(1 + 1j * zeta) * psi + 1j * power * psi
            + 0.5j * (g["d2"] @ psi) + f + drift * (g["d1"] @ psi)
            + tod * (g["d3"] @ psi) - 1j * raman * psi * (g["d1"] @ power))


def jacobian(psi, zeta, g, drift=0.0, raman=0.0, tod=0.0):
    """Real Jacobian with respect to the real and imaginary parts of psi."""
    power = abs(psi)**2
    common = (0.5j * g["d2"] + drift * g["d1"] + tod * g["d3"]
              + np.diag(-(1 + 1j * zeta) + 2j * power
                        - 1j * raman * (g["d1"] @ power)))
    delayed = -2j * raman * psi[:, None] * g["d1"]
    by_re = common + np.diag(1j * psi**2) + delayed * psi.real[None, :]
    by_im = 1j * common + np.diag(psi**2) + delayed * psi.imag[None, :]
    return np.block([[by_re.real, by_im.real], [by_re.imag, by_im.imag]])


def steady(psi, drift, zeta, q, f, g, raman=0.0, tod=0.0):
    """Newton solution with Im psi(0) = q; zeta and drift are unknowns."""
    n, mid = g["n"], g["n"] // 2
    for _ in range(40):
        res = rate(psi, zeta, f, g, drift, raman, tod)
        big = np.zeros((2 * n + 2, 2 * n + 2))
        big[:2 * n, :2 * n] = jacobian(psi, zeta, g, drift, raman, tod)
        slope_psi = g["d1"] @ psi
        big[:2 * n, 2 * n] = np.r_[slope_psi.real, slope_psi.imag]
        big[:2 * n, 2 * n + 1] = np.r_[psi.imag, -psi.real]
        big[2 * n, :n] = g["d1"][mid]
        big[2 * n + 1, n + mid] = 1.0
        rhs = np.zeros((2 * n + 2, 2))
        rhs[:, 0] = -np.r_[res.real, res.imag, slope_psi[mid].real,
                           psi[mid].imag - q]
        rhs[-1, 1] = 1.0
        sol = np.linalg.solve(big, rhs)
        step = sol[:, 0]
        psi = psi + step[:n] + 1j * step[n:2 * n]
        drift += step[2 * n]
        zeta += step[2 * n + 1]
        if np.max(abs(step)) < 1e-8:
            return psi, drift, zeta, sol[-1, 1]
    raise AssertionError("Newton iteration did not converge")


def find_limit(f, n=160, raman=0.0, tod=0.0):
    """Maximum detuning on the soliton branch, where d zeta/d q = 0."""
    zeta = np.pi**2 * f**2 / 8          # starting guess only
    amp = np.sqrt(2 * zeta)
    g = make_grid(40 / amp, n)
    psi = amp / np.cosh(amp * g["x"]) + f / (1 + 1j * zeta)
    drift, q = 0.0, psi[n // 2].imag
    shares = (0.0, 0.25, 0.5, 0.75, 1.0) if raman or tod else (1.0,)
    for share in shares:
        for _ in range(60):
            psi, drift, zeta, slope = steady(
                psi, drift, zeta, q, f, g, share * raman, share * tod)
            if abs(slope) < 1e-6:
                break
            q += slope
        assert abs(slope) < 1e-6
    return dict(psi=psi, zeta=zeta, q=q, grid=g, drift=drift)


# Integrals of the sech pulse and its conservative profile equation
int_sech = quad(lambda y: 1 / np.cosh(y), -40, 40)[0]
int_sech2 = quad(lambda y: 1 / np.cosh(y)**2, -40, 40)[0]
assert abs(int_sech - np.pi) < 1e-8 and abs(int_sech2 - 2) < 1e-8
g_test = make_grid(40 / np.sqrt(20), 160)
sech_test = np.sqrt(20) / np.cosh(np.sqrt(20) * g_test["x"])
profile_error = np.max(abs(-10 * sech_test + sech_test**3
                           + 0.5 * g_test["d2"] @ sech_test))
assert profile_error < 1e-4

# Parametric threshold from eigenvalues of the uniform state on a ring
g_cw = make_grid(8 * np.pi / np.sqrt(2), 32)


def cw_growth(rho, zeta):
    psi = np.full(32, np.sqrt(rho), complex)
    return np.linalg.eigvals(jacobian(psi, zeta, g_cw)).real.max()


threshold_scan = []
for z in np.linspace(0.6, 1.4, 9):
    rho = brentq(lambda r: cw_growth(r, z), 0.5, 1.5)
    threshold_scan.append((rho * (1 + (rho - z)**2), z, rho))
f2_threshold, z_threshold, rho_threshold = min(threshold_scan)
assert abs(f2_threshold - 1) < 1e-6 and abs(z_threshold - 1) < 1e-6

# Large-detuning law against folds of the full equation
pump_ratios = (10, 20, 40, 80)
folds = [find_limit(np.sqrt(p)) for p in pump_ratios]
laws = [np.pi**2 * p / 8 for p in pump_ratios]
errors = [s["zeta"] / law - 1 for s, law in zip(folds, laws)]
order_ratio = errors[2] / errors[3]
assert abs(errors[3]) < 2e-3
assert 3.3 < order_ratio < 4.7          # second order would give four

# Background-subtracted energy balance on the strongest-pump fold
fold80, f80 = folds[-1], np.sqrt(80)
dx80 = fold80["grid"]["length"] / fold80["grid"]["n"]
cw80 = fold80["psi"][0]
excess_energy = np.sum(abs(fold80["psi"])**2 - abs(cw80)**2) * dx80
excess_overlap = np.sum((fold80["psi"] - cw80).real) * dx80
energy_ratio = excess_energy / (2 * np.sqrt(2 * fold80["zeta"]))
overlap_ratio = excess_overlap / np.pi
assert abs(excess_energy / (f80 * excess_overlap) - 1) < 1e-5
assert abs(energy_ratio - 1) < 0.02 and abs(overlap_ratio - 1) < 0.02

# Rough typical silicon nitride microring, converted to atomic units
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
t_au = const.hbar / hartree
p_au = hartree / t_au
wavelength_nm, group_index, n2_si, area_um2 = 1550.0, 2.1, 2.4e-19, 1.5
fsr_ghz, width_mhz, d2_mhz, d3_khz = 100.0, 20.0, 1.0, 1.0
pump_mw, raman_fs, gap_ev = 4.0, 4.0, 4.5
c_au = 1 / const.alpha
omega = 2 * np.pi * const.c / (wavelength_nm * 1e-9) * t_au
kappa = 2 * np.pi * width_mhz * 1e6 * t_au
kappa_ex = kappa / 2
D1 = 2 * np.pi * fsr_ghz * 1e9 * t_au
D2 = 2 * np.pi * d2_mhz * 1e6 * t_au
D3 = 2 * np.pi * d3_khz * 1e3 * t_au
length_au = 2 * np.pi * c_au / (group_index * D1)
volume = area_um2 * 1e-12 / bohr**2 * length_au
n2_au = n2_si * p_au / bohr**2
kerr = omega**2 * c_au * n2_au / (group_index**2 * volume)
pump = pump_mw * 1e-3 / p_au
p_th = kappa**3 * omega / (8 * kerr * kappa_ex)
f2 = pump / p_th
f = np.sqrt(f2)
law = np.pi**2 * f2 / 8
angle_scale = np.sqrt(kappa / (2 * D2))
device = find_limit(f)
fine = find_limit(f, n=224)
grid_shift = fine["zeta"] - device["zeta"]
assert abs(grid_shift) < 1e-5

# The scaled solution must solve the equation in physical variables
g_phi = make_grid(device["grid"]["length"] / angle_scale, 160)
field = device["psi"] * np.sqrt(kappa / (2 * kerr))
delta = device["zeta"] * kappa / 2
drive = np.sqrt(kappa_ex * pump / omega)
physical_rate = (-(kappa / 2 + 1j * delta) * field
                 + 1j * kerr * abs(field)**2 * field
                 + 0.5j * D2 * (g_phi["d2"] @ field) + drive)
assert np.max(abs(physical_rate)) / drive < 1e-6

# Stability of the two branches that meet at the fold
branches = {}
for sign in (1, -1):
    psi, drift, zeta = device["psi"], 0.0, device["zeta"]
    shift = 0.25 * np.sqrt(2 * device["zeta"])
    for part in np.linspace(0.2, 1, 5):
        psi, drift, zeta, _ = steady(psi, drift, zeta,
                                     device["q"] + sign * part * shift,
                                     f, device["grid"])
    eig = np.linalg.eigvals(jacobian(psi, zeta, device["grid"]))
    neutral = np.argmin(abs(eig))       # translation of the pulse
    assert abs(eig[neutral]) < 1e-3
    branches[sign] = (psi, zeta, np.delete(eig, neutral).real.max())
assert branches[1][2] < 0 < branches[-1][2]

# Time evolution: slow tuning to just below, then just above the fold
psi, zeta_start, _ = branches[1]
below, above = 0.985 * device["zeta"], 1.015 * device["zeta"]
dt, n = 0.001, device["grid"]["n"]
linear = -1 - 0.5j * device["grid"]["k"]**2
propagator = np.exp(linear * dt)
peaks = []
for start, end, ramp, hold in ((zeta_start, below, 15, 12),
                               (below, above, 5, 20)):
    for j in range(int((ramp + hold) / dt)):
        z = start + (end - start) * min(1.0, j * dt / ramp)
        psi = psi * np.exp(1j * dt * abs(psi)**2)
        turn = np.exp(-1j * z * dt)
        spectrum = np.fft.fft(psi) * propagator * turn
        spectrum[0] += n * f * (1 - propagator[0] * turn) / (1 + 1j * z)
        psi = np.fft.ifft(spectrum)
    peaks.append(np.max(abs(psi)**2))
assert peaks[0] > below and peaks[1] < 1

# End of the uniform hot state, from its own response curve
hot = minimize_scalar(lambda r: -(r + np.sqrt(max(f2 / r - 1, 0))),
                      bounds=(0.7 * f2, f2), method="bounded",
                      options={"xatol": 1e-10})
hot_limit = -hot.fun
assert hot_limit < device["zeta"]

# Effects left out of the basic equation
raman = raman_fs * 1e-15 / t_au * D1 * angle_scale
tod = (2 / kappa) * (D3 / 6) * angle_scale**3
with_raman = find_limit(f, raman=raman)
with_tod = find_limit(f, tod=tod)
raman_change = 100 * (with_raman["zeta"] / device["zeta"] - 1)
tod_change = 100 * (with_tod["zeta"] / device["zeta"] - 1)
assert raman_change < 0 and abs(tod_change) < abs(raman_change)
photon_ev = omega * hartree / const.e
assert 2 * photon_ev < gap_ev
ring_x = 2 * np.pi * angle_scale
dx = device["grid"]["length"] / n
cw_power = abs(device["psi"][0])**2
pulse_energy = np.sum(abs(device["psi"])**2 - cw_power) * dx
photons = kappa / (2 * kerr) * (pulse_energy / ring_x + cw_power)
loss_mw = (kappa - kappa_ex) * photons * omega * p_au * 1e3
absorbed_fraction, oxide_um, heat_width_um = 0.1, 3.0, 5.0
oxide_conductivity, thermo_optic = 1.4, 2.5e-5
length_m = length_au * bohr
thermal_res = oxide_um / (oxide_conductivity * heat_width_um * length_m)
heating = absorbed_fraction * loss_mw * 1e-3 * thermal_res
thermal_mhz = (const.c / (wavelength_nm * 1e-9) * thermo_optic
               / group_index * heating / 1e6)
delta_law = law * kappa / 2
delta_mhz = delta_law / t_au / (2 * np.pi) / 1e6
fwhm_fs = (2 * np.arccosh(np.sqrt(2)) * np.sqrt(D2 / (2 * delta_law))
           / D1 * t_au * 1e15)

print(f"threshold scan: least f^2 = {f2_threshold:.6f} (no unit)")
print(f"  at zeta = {z_threshold:.3f}, rho = {rho_threshold:.6f}")
print("P/P_th, law, numerical zeta_max, relative error (no units)")
for p, value, solution, error in zip(pump_ratios, laws, folds, errors):
    print(f"  {p:3d} {value:10.5f} {solution['zeta']:10.5f} {error:11.3e}")
print(f"error ratio, pump 40 to 80: {order_ratio:.3f}")
print(f"pump 80: pulse energy/(2B) = {energy_ratio:.5f}")
print(f"pump 80: pulse overlap/pi = {overlap_ratio:.5f}")
print("rough silicon nitride ring inputs:")
print(f"  wavelength {wavelength_nm:.0f} nm; group index {group_index}")
print(f"  Kerr index {n2_si:.1e} m^2/W; mode area {area_um2} um^2")
print(f"  mode spacing {fsr_ghz:.0f} GHz; linewidth {width_mhz:.0f} MHz")
print(f"  D2/2pi {d2_mhz} MHz; D3/2pi {d3_khz} kHz")
print(f"  external/total loss {kappa_ex/kappa:.2f}; pump {pump_mw} mW")
print(f"ring length: {length_m*1e3:.4f} mm")
print(f"Kerr shift per photon: {kerr/t_au/(2*np.pi):.4f} Hz")
print(f"parametric threshold: {p_th*p_au*1e3:.4f} mW")
print(f"pump/threshold: {f2:.4f}")
print(f"analytic zeta_max: {law:.4f}")
print(f"numerical zeta_max: {device['zeta']:.4f}")
print(f"grid shift of zeta_max, 160 to 224 points: {grid_shift:.2e}")
print(f"analytic detuning limit: {delta_mhz:.2f} MHz")
print(f"  same limit: {delta_law*hartree/const.e:.4e} eV")
print(f"pulse intensity FWHM at limit: {fwhm_fs:.1f} fs")
print(f"uniform hot state ends at zeta: {hot_limit:.4f}")
print(f"branch test at zeta: {branches[1][1]:.4f}, {branches[-1][1]:.4f}")
print(f"largest growth, sin(phase)>0: {branches[1][2]:.4f} kappa/2")
print(f"largest growth, sin(phase)<0: {branches[-1][2]:.4f} kappa/2")
print(f"evolution below fold: zeta {below:.4f}, peak {peaks[0]:.3f}")
print(f"evolution above fold: zeta {above:.4f}, peak {peaks[1]:.3f}")
print(f"Raman delay, rough input: {raman_fs:.1f} fs")
print(f"limit change from Raman delay: {raman_change:.2f} %")
print(f"limit change from third-order dispersion: {tod_change:.4f} %")
print(f"two pump photons: {2*photon_ev:.3f} eV; rough gap {gap_ev} eV")
print(f"intracavity photons at fold: {photons:.3e}")
print(f"intrinsic power loss: {loss_mw:.4f} mW")
print(f"absorbed fraction, rough input: {absorbed_fraction:.2f}")
print(f"oxide thickness {oxide_um} um; heat width {heat_width_um} um")
print(f"oxide conductivity, rough: {oxide_conductivity} W/(m K)")
print(f"thermo-optic coefficient, rough: {thermo_optic:.1e} 1/K")
print(f"slab thermal resistance: {thermal_res:.1f} K/W")
print(f"heating: {heating:.5f} K; resonance shift {thermal_mhz:.2f} MHz")
print("done: every assertion held")
```

Output:

```
threshold scan: least f^2 = 1.000000 (no unit)
  at zeta = 1.000, rho = 1.000000
P/P_th, law, numerical zeta_max, relative error (no units)
   10   12.33701   12.33657  -3.548e-05
   20   24.67401   24.67380  -8.670e-06
   40   49.34802   49.34792  -2.155e-06
   80   98.69604   98.69599  -5.380e-07
error ratio, pump 40 to 80: 4.006
pump 80: pulse energy/(2B) = 0.99991
pump 80: pulse overlap/pi = 0.99991
rough silicon nitride ring inputs:
  wavelength 1550 nm; group index 2.1
  Kerr index 2.4e-19 m^2/W; mode area 1.5 um^2
  mode spacing 100 GHz; linewidth 20 MHz
  D2/2pi 1.0 MHz; D3/2pi 1.0 kHz
  external/total loss 0.50; pump 4.0 mW
ring length: 1.4276 mm
Kerr shift per photon: 0.1889 Hz
parametric threshold: 0.4264 mW
pump/threshold: 9.3814
analytic zeta_max: 11.5739
numerical zeta_max: 11.5734
grid shift of zeta_max, 160 to 224 points: -3.90e-12
analytic detuning limit: 115.74 MHz
  same limit: 4.7866e-07 eV
pulse intensity FWHM at limit: 184.4 fs
uniform hot state ends at zeta: 9.4082
branch test at zeta: 10.8226, 10.7693
largest growth, sin(phase)>0: -1.0000 kappa/2
largest growth, sin(phase)<0: 2.4783 kappa/2
evolution below fold: zeta 11.3998, peak 22.999
evolution above fold: zeta 11.7470, peak 0.068
Raman delay, rough input: 4.0 fs
limit change from Raman delay: -5.66 %
limit change from third-order dispersion: 0.0001 %
two pump photons: 1.600 eV; rough gap 4.5 eV
intracavity photons at fold: 2.919e+07
intrinsic power loss: 0.2351 mW
absorbed fraction, rough input: 0.10
oxide thickness 3.0 um; heat width 5.0 um
oxide conductivity, rough: 1.4 W/(m K)
thermo-optic coefficient, rough: 2.5e-05 1/K
slab thermal resistance: 300.2 K/W
heating: 0.00706 K; resonance shift 16.25 MHz
done: every assertion held
```
